# A separable model operator for one-electron QED recoil, tested in tin ions, part 2

An electron of mass $m$ is bound to a nucleus of charge $Ze$ and mass $M$. The task is to model its QED recoil by a few terms $|\phi_i\rangle B_{ik}\langle\phi_k|$, and to measure the error on states outside the fit. Units are Gaussian, $\alpha Z=Ze^2/\hbar c$. The object modelled, and its dimensionless form $F_{ik}$, are

$$R_{ik}=\langle i|\tfrac12[P(\varepsilon_i)+P(\varepsilon_k)]-H_{\rm NMS}|k\rangle ,$$

$$R_{ik}=\frac{m}{M}\,\frac{(\alpha Z)^5}{\pi}\,mc^2\,\frac{F_{ik}(\alpha Z)}{(n_in_k)^{3/2}}.$$

$P(E)$ is Shabaev's recoil operator, containing the Dirac Green function $G$ and the transverse photon term $\mathbf D(\omega)$. Its unretarded limit is

$$H_{\rm NMS}=\frac{1}{2M}\left[\mathbf p^2-\mathbf p\cdot\mathbf D(0)-\mathbf D(0)\cdot\mathbf p\right].$$

At $\omega=iy$, with $x=\eta r$ and $\eta=|y|/\hbar c$,

$$\mathbf D=\frac{Ze^2}{cr}\,[\boldsymbol\alpha\,a(x)+\mathbf n(\boldsymbol\alpha\cdot\mathbf n)\,b(x)],$$

where $a=\tfrac12-\tfrac23x+O(x^2)$ and $b=\tfrac12+O(x^2)$. With $\Delta_n=\varepsilon_n-E$ and $f_n(\omega)=\langle i|\mathbf p-\mathbf D|n\rangle\cdot\langle n|\mathbf p-\mathbf D|k\rangle$, direct values come from

$$M\langle i|P(E)-H_{\rm NMS}|k\rangle=\sum_n\Big\{\tfrac12\langle \mathbf D(0)\mathbf D(0)\rangle_n-\theta(-\varepsilon_n)f_n(0)+\frac1\pi\int_0^\infty\!dy\,[f_n(iy)-f_n(0)]\frac{\Delta_n}{\Delta_n^2+y^2}$$
$$+\;\theta(0<\varepsilon_n<E)\,[\mathrm{Re}f_n(|\Delta_n|)-f_n(0)]\Big\}.$$

The sum runs over a finite Dirac spectrum built from B-splines $\pi_i$. Orbitals are $\psi=r^{-1}(G\,\Omega_\kappa,\ iF\,\Omega_{-\kappa})$, with radial functions $G,F$ and Dirac quantum number $\kappa$. The nucleus is a sphere of radius $R=10^{-4}\hbar/mc$, while $\mathbf D$ keeps its point form.

The low-$Z$ check is $F=F_S+\pi\alpha Z\,D_{60}+O((\alpha Z)^2\ln^2\alpha Z)$. The Salpeter term is $F_S=-\tfrac23\ln\alpha Z-\tfrac83\ln k_0-\tfrac19-\tfrac73a_n$ for $l=0$, with $a_n=-2[\ln(2/n)+\sum_{j\le n}1/j+1-1/2n]$, and $F_S=-\tfrac83\ln k_0-\tfrac73/[l(l+1)(2l+1)]$ for $l>0$; $\ln k_0$ is the Bethe logarithm.

In the closing output, the "late" basis starts both spline families at $r^{|\kappa|+1}$ instead of $r^{|\kappa|}$, the "unpaired" basis has one extra function in one family, and $h=0.4$ is a frequency-quadrature step.

## Why the energies are averaged

Averaging makes $R$ symmetric, since $P(E)$ has symmetric real elements. It also removes, at low $Z$, a logarithmic term that is antisymmetric in $i$ and $k$. A symmetric $B$ cannot represent such a term, and the term contributes nothing to an expectation value with real radial functions. Consider $\alpha Z\ll1$ and $y\ll\alpha Z\,mc^2$, where $x\ll1$ over the atom. The expansions of $a,b$ give $\mathbf D(iy)-\mathbf D(0)=-\tfrac23\alpha Z(y/c)\boldsymbol\alpha$, and between low positive-energy states $\boldsymbol\alpha\to\mathbf p/mc$. The cross terms yield $f_n(iy)-f_n(0)=\tfrac43\alpha Z\,y\,\langle\mathbf p\rangle\cdot\langle\mathbf p\rangle/mc^2$. With $\int_0^Ky\Delta\,dy/(\Delta^2+y^2)\approx\Delta\ln(K/|\Delta|)$, $K\sim\alpha Zmc^2$ and $\Delta\sim(\alpha Z)^2mc^2$, the logarithmic part is

$$\frac{4\alpha Z}{3\pi Mmc^2}\ln\frac1{\alpha Z}\;\langle i|\mathbf p\cdot(H-E)\mathbf p|k\rangle$$

with the Schrödinger $H$. Now $[H,p_k]=i\hbar\partial_kV$, so $\sum_k[p_k,[H,p_k]]=\hbar^2\nabla^2V$, and the same double commutator equals $2\mathbf pH\mathbf p-p^2H-Hp^2$. Hence, with $\bar\varepsilon=\tfrac12(\varepsilon_i+\varepsilon_k)$,

$$\langle i|\mathbf p\cdot(H-E)\mathbf p|k\rangle=\tfrac12\hbar^2\langle i|\nabla^2V|k\rangle+(\bar\varepsilon-E)\langle i|p^2|k\rangle .$$

The first term is a contact term: $\nabla^2V=4\pi Ze^2\delta(\mathbf r)$ and $\psi_n(0)^2=(\alpha Zmc/\hbar)^3/\pi n^3$ give $2m^3c^4(\alpha Z)^4/(n_in_k)^{3/2}$, which contributes $\tfrac83\ln(1/\alpha Z)$ to $F$. (The region $y>K$ adds further logarithms and turns $\tfrac83$ into the $\tfrac23$ of $F_S$.) The second term is not a contact term. It changes sign between $E=\varepsilon_i$ and $E=\varepsilon_k$, and cancels in the average. For 1s and 2s, $\bar\varepsilon-\varepsilon_1=\tfrac3{16}(\alpha Z)^2mc^2$, and by orthogonality $\langle1|p^2|2\rangle=2mZe^2\langle1|r^{-1}|2\rangle$ with $\langle1|r^{-1}|2\rangle=0.2095\,Z/a_0$. The half-difference of the two one-sided values of $F_{12}$ therefore has the logarithmic coefficient $\tfrac83\cdot\tfrac3{16}\cdot2(0.2095)/(2/\sqrt8)=0.2963$. For $y>K$ the energy dependence enters as $\int dy/y^2$ and adds no logarithm. Between $Z=2$ and $Z=4$ the prediction is $0.2963\ln2=0.2054$, and the direct values give $1.2489-1.0467=0.2022$. Over the same interval the symmetric $F_{12}-F_{11}$ changes by $-0.0011$, so the averaged element has the same logarithm as the diagonal one. The asserted limits, 0.07 and 0.08, allow for corrections of order $\pi\alpha Z$. At $Z=50$ the one-sided values are $3.7686$ and $3.0143$, each 11% away from their mean $3.3914$.

## The fit

For each $\kappa$ take the three lowest hydrogenic states $\psi_1,\psi_2,\psi_3$ and three functions

$$\phi_i=\tfrac12[1-(-1)^{n_i-l}\beta]\;e^{-2\alpha Z\,(mc/\hbar)\,r/(1+l)}\,\psi_i ,$$

with $l$ the orbital number of the upper component. The exponential confines $\phi_i$ to the inner part of the orbital, and the factor in $\beta$ keeps the upper component of the first and third state and the lower component of the second. The model is $h=\sum_{ik}|\phi_i\rangle B_{ik}\langle\phi_k|$. With the overlap matrix $\mathsf D_{ik}=\langle\phi_i|\psi_k\rangle$, the condition $\langle\psi_j|h|\psi_l\rangle=R_{jl}$ reads $\mathsf D^TB\mathsf D=R$. If $\mathsf D$ is invertible the solution is unique and symmetric,

$$B=\mathsf D^{-T}R\,\mathsf D^{-1}.$$

For any normalized $\psi$ of that $\kappa$ let $d_i=\langle\phi_i|\psi\rangle$ and $c=\mathsf D^{-1}d$. Then $\langle h\rangle=d^TBd=c^TRc$. The function $\Pi\psi=\sum_kc_k\psi_k$ has the same three overlaps with the $\phi_i$ as $\psi$, and $\Pi\psi_k=\psi_k$, so $\Pi$ is an oblique projector that matches $\psi$ near the nucleus. The $c_k$ are not probability amplitudes, and $|c_k|$ may exceed one.

Three sources of error follow. Let $\hat R=\sum|i\rangle R_{ik}\langle k|$ over all hydrogenic states and $\chi=\psi-\Pi\psi$. The projection error is

$$\langle\psi|\hat R|\psi\rangle-\langle h\rangle=2\langle\Pi\psi|\hat R|\chi\rangle+\langle\chi|\hat R|\chi\rangle .$$

It is first order in $\chi$, and it is small if $\chi$ is small where $\hat R$ acts. The conditions $\langle\phi_i|\chi\rangle=0$ aim at that when $\hat R$ is short-ranged. For $l>0$ at low $Z$ there is no contact term, and the term $1/[l(l+1)(2l+1)]$ of $F_S$ has the form of $\langle r^{-3}\rangle$, so the operator has a tail and the argument is weaker. The choice $\phi_i=\psi_i$ makes $\Pi$ orthogonal and minimizes the norm of $\chi$, but not its size at the nucleus; it gives zero for every unfitted hydrogenic state.

The second error is numerical. An error $\delta R$ changes the result by $c^T\delta R\,c$, bounded by $|c|^2\|\delta R\|$, so it is not amplified when $|c|$ is of order one. Errors in $d$ or in the stored $B$ are amplified, because the $\psi_k$ are nearly proportional near the nucleus: the condition numbers of $\mathsf D$ at $Z=50$ are $3.2\times10^4$, $2.5\times10^4$ and $5.3\times10^4$ for $\kappa=-1,1,-2$. Part of this is scale, since the $\phi_i$ are not normalized and the $\psi_k$ differ in size near the nucleus: rescaling the rows and columns of the s matrix to equal norm lowers $3.2\times10^4$ to about $1.3\times10^3$.

The third error appears under screening, where the operator itself changes.

## The screened reference

For an ion with $N$ core electrons of radial density $\rho(r)=\sum q\,(G^2+F^2)$, the core-Hartree potential is $V_{\rm scr}=e^2U/r$. Poisson's equation for $U/r$ with number density $\rho/4\pi r^2$ reads $U''/r=-\rho/r^2$, so $U''=-\rho/r$, $U(0)=0$, $U(r_{\max})=N$. Writing $U=Nr/r_{\max}+\sum c_j\pi_j$ with interior splines gives the linear system $\sum_j\langle\pi_i'|\pi_j'\rangle c_j=\langle\pi_i|\rho/r\rangle$, tested against the closed form for a $1s$ exponential density to $10^{-7}$. The core orbitals are iterated in $V_{\rm nuc}+V_{\rm scr}$ to self-consistency.

The direct value is the formula for $P(E)-H_{\rm NMS}$ with the reference state and all intermediate states taken in this potential and with the bare $Z$ in $\mathbf D$. The model value is $c^TRc$ with the screened orbital and the hydrogenic $R$. The model sees the change of the orbital and misses the change of $G$. One missed piece is visible in the logarithmic term above: $\nabla^2V$ acquires $-4\pi e^2n_{\rm core}(\mathbf r)$, which shifts $F$ by $-\tfrac83(\pi n^3/Z)\langle n_{\rm core}\rangle(a_0/Z)^3$ times a logarithm of order one. At leading order in $\alpha Z$ it is negative and of order $N/Z$ times an overlap below one.

## Worked example: tin ions

Take $Z=50$, $\alpha Z=0.364868$, and the round mass $M=120$ u, so $m/M=4.57150\times10^{-6}$ and the unit $(m/M)(\alpha Z)^5mc^2/\pi$ is $4.8085$ meV. The fitted matrices are:

| | s | p$_{1/2}$ | p$_{3/2}$ |
|---|---|---|---|
| $F_{11}$ | 2.9146 | 0.2000 | 0.0050 |
| $F_{12}$ | 3.3914 | 0.2412 | 0.0262 |
| $F_{13}$ | 3.4230 | 0.2447 | 0.0238 |
| $F_{22}$ | 4.0238 | 0.2978 | 0.0607 |
| $F_{23}$ | 4.1015 | 0.3107 | 0.0671 |
| $F_{33}$ | 4.2136 | 0.3321 | 0.0832 |

The indices count 1s, 2s, 3s and 2p, 3p, 4p. The s block is close to product form: $F_{23}^2=16.82$ against $F_{22}F_{33}=16.95$ for the closest pair, and $F_{13}^2=11.72$ against $F_{11}F_{33}=12.28$ for the farthest.

The cancellation in $d^TBd$ is seen for $\psi=1s$, where $d$ is the first column of $\mathsf D$, $(0.132795,\ 2.02704\times10^{-3},\ 2.14539\times10^{-2})$. With $B_{11}=3.10812\times10^4$, $B_{12}=1.00609\times10^6$, $B_{13}=-2.88071\times10^5$, $B_{22}=3.32194\times10^7$, $B_{23}=-9.33230\times10^6$, $B_{33}=2.67185\times10^6$, the terms 11, 22, 33 and twice 12, 13, 23 are

$$548.10+136.49+1229.77+541.64-1641.41-811.68=2.91 .$$

Six digits in $B$ leave three in the result, so $B$ should be stored with several more digits than the result needs, and the overlaps $d_i$ need a correspondingly accurate quadrature.

For Li-like tin (1s$^2$ core, $V_{\rm scr}(0)=0.00564\,mc^2$) the 2s orbital has $c=(0.0004,\ 1.3267,\ -0.6597)$. In the energy unit above, $R_{22}=4.0238/8=0.50298$, $R_{33}=4.2136/27=0.15606$, $R_{23}=4.1015/6^{3/2}=0.27907$, $R_{12}=3.3914/2^{3/2}=1.1990$, $R_{13}=3.4230/3^{3/2}=0.6588$. Then $c_2^2R_{22}=0.8853$, $c_3^2R_{33}=0.0679$, $2c_2c_3R_{23}=-0.4885$, and the terms with $c_1$ add $0.0009$. The sum is $0.4656$, and $8\times0.4656=3.725$, against the direct $3.7264$. Dropping the off-diagonal elements leaves $8(0.8853+0.0679)=7.626$. For a matrix of product form $R_{ik}=s_is_k$ the full result is $(\sum c_ks_k)^2$ and the diagonal one is $\sum c_k^2s_k^2$, so the cross terms cannot be dropped when two of the $c_ks_k$ are comparable. With opposite signs, as here, they can exceed the result; with equal signs of the two large coefficients, as for Na-like 3s with $c=(-0.0019,\ 0.3893,\ 0.1512)$, they amount to $2.984-2.155=0.829$, or 28% of the model value.

All predictions, as $F$ with the bare $Z$ and the $n$ of the state ("diag." drops off-diagonal $R_{ik}$, "bare" is the hydrogenic value):

| state | direct | model | diag. | $\phi=\psi$ | bare |
|---|---|---|---|---|---|
| H 4s | 4.263 | 4.274 | 8.799 | 0 | 4.263 |
| H 5p$_{1/2}$ | 0.348 | 0.353 | 0.946 | 0 | 0.348 |
| H 5p$_{3/2}$ | 0.095 | 0.101 | 0.235 | 0 | 0.095 |
| Li 2s | 3.726 | 3.725 | 7.626 | 4.070 | 4.024 |
| Li 2p$_{1/2}$ | 0.161 | 0.178 | 0.337 | 0.188 | 0.200 |
| Li 2p$_{3/2}$ | −0.007 | 0.013 | 0.059 | 0.004 | 0.005 |
| Na 3s | 3.009 | 2.984 | 2.155 | 5.478 | 4.214 |
| Na 3p$_{1/2}$ | 0.167 | 0.187 | 1.660 | 0.260 | 0.298 |
| Na 3p$_{3/2}$ | 0.019 | 0.045 | 0.420 | 0.045 | 0.061 |

For s states the model errors relative to the direct value are $0.26\%$, $-0.03\%$ and $-0.85\%$, while neglect of screening costs $8\%$ in Li-like and $40\%$ in Na-like tin (ten-electron core, $V_{\rm scr}(0)=0.01071\,mc^2$). The program asserts limits of 4% and 5%, a screened error below 0.4 of the screening effect, a diagonal-only error more than twice the model error, and, for Na-like 3s, a larger error for $\phi=\psi$. The orthogonal projector moves both screened s values above the bare ones, opposite to the true effect. The Li-like error is smaller than the pure projection error of hydrogenic 4s. Since the missed $n_{\rm core}$ term alone would put the model above the direct value and it lies slightly below, a cancellation between error sources is likely, and an accuracy of about 1% is what these three cases support.

For p states the picture is different. The model lies above the direct value in every case, by about $0.006$ for hydrogenic 5p and by $0.017$ to $0.026$ in the screened ions. The asserted limit is an absolute $0.07$, about 2% of an s value. Relative to the p values themselves the errors are large: 11% and 12% for the screened p$_{1/2}$ states. For Li-like 2p$_{3/2}$ the model gives $+0.013$ where the direct value is $-0.007$. It has the wrong sign, moves away from the bare value $0.005$ in the wrong direction, and is worse than ignoring screening. The sign of the p errors agrees with the missed $n_{\rm core}$ term, but its size falls short: with hydrogenic orbitals the formula gives $-0.0035$ for Li-like 2p and $-0.0086$ for Na-like 3p, times a logarithm near one, which is about a fifth and less than half of the errors. What makes up the rest, the $r^{-3}$ tail or the non-logarithmic change of $G$, is not tested. The model should be read as accurate to a few hundredths in $F$ for the nine states tested at $Z=50$, which is useless for a level whose $F$ is itself of that size.

In an interval that contains an s level this absolute accuracy is what counts. For Li-like tin the direct shifts are $4.8085\times3.7264/8=2.2398$ meV for 2s and $4.8085\times0.1610/8=0.0968$ meV for 2p$_{1/2}$; the model gives $2.2390$ and $0.1071$ meV. The 2p$_{1/2}$–2s interval shifts by $0.0968-2.2398=-2.143$ meV directly and by $0.1071-2.2390=-2.132$ meV in the model, an error of $-0.5\%$ of the direct value (asserted limit 6%), nearly all of it from the p level because the 2s error is unusually small. For Na-like tin the 3p$_{1/2}$–3s interval shifts by $0.0296-0.5360=-0.506$ meV directly and by $0.0332-0.5314=-0.498$ meV in the model, an error of $-1.6\%$ of the direct value (not asserted). For the Li-like interval the unscreened value $-2.298$ meV is off by 7%. These numbers compare two evaluations within one model, namely the one-electron remainder beyond $H_{\rm NMS}$ for a near-point nucleus in the core-Hartree potential. A real tin nucleus is about 150 times larger than the sphere used here (about 5.9 fm against 0.039 fm) and would require refitting $R$, the two-electron recoil must be added separately, and the behaviour in near-neutral atoms, where $N/Z$ is not small, is not covered by these cases. The program and its output follow.

## Table of computed values

```
1/alpha = 137.035999; sphere radius R = 0.0001 hbar/mc; F is dimensionless
ln k0 (1s 2s 2p) = 2.9841 2.8118 -0.0300
Z=50 s levels (mc^2), Dirac formula: 0.931059 0.982614 0.992341 0.995720
Z=50 s levels above -1, paired   basis: 0.931059 0.982614 0.992341 0.995720
Z=50 s levels above -1, late     basis: 0.928860 0.982277 0.992239 0.995677
Z=50 s levels above -1, unpaired basis: 0.388363 0.931059 0.982614 0.992341
Z=2: F11, symmetric F12, antisymmetric F12 = 4.9531 5.2641 1.2489
Z=4: F11, symmetric F12, antisymmetric F12 = 4.4644 4.7764 1.0467
Z=4 1s1/2: F=4.4644 Salpeter=4.5219 pi*az*D60=-0.0667 rest=0.0092
Z=4 2s1/2: F=5.1928 Salpeter=5.2468 pi*az*D60=-0.0667 rest=0.0127
Z=4 2p1/2: F=-0.2773 Salpeter=-0.3088 pi*az*D60=0.0306 rest=0.0009
Z=4 2p3/2: F=-0.2795 Salpeter=-0.3088 pi*az*D60=0.0306 rest=-0.0012
<1s|1/r|2s>=0.2095 1/a0; log slope=0.2963; slope*ln2=0.2054
Z=2 minus Z=4: antisym F12 0.2022; sym F12-F11 -0.0011
Z=50 az=0.364868 gamma=0.93106 M=120 u m/M=4.57150e-06
unit (m/M)(az)^5 mc^2/pi = 4.8085 meV
kappa=-1 F11 F12 F13 F22 F23 F33 = 2.9146 3.3914 3.4230 4.0238 4.1015 4.2136
kappa=-1 cond(D) = 3.225e+04
1s H_NMS sum=0.066561 exact=0.066564 (m/M mc^2)
1s-2s one-sided F at e1, e2 = 3.7686 3.0143
s: D row 1 = 1.32795e-01 4.07746e-02 2.14539e-02
s: D row 2 = 2.02704e-03 8.69595e-04 4.82399e-04
s: D row 3 = 2.14539e-02 7.41549e-03 3.96690e-03
s: B row 1 (unit) = 3.10812e+04 1.00609e+06 -2.88071e+05
s: B row 2 (unit) = 1.00609e+06 3.32194e+07 -9.33230e+06
s: B row 3 (unit) = -2.88071e+05 -9.33230e+06 2.67185e+06
kappa=1 F11 F12 F13 F22 F23 F33 = 0.2000 0.2412 0.2447 0.2978 0.3107 0.3321
kappa=1 cond(D) = 2.458e+04
kappa=-2 F11 F12 F13 F22 F23 F33 = 0.0050 0.0262 0.0238 0.0607 0.0671 0.0832
kappa=-2 cond(D) = 5.319e+04
F(1s): main 2.9146; 70 knots, h=0.4: 2.9146; R=1e-3: 2.9200
columns: F direct | model | diagonal-only fit | phi=psi | unscreened
H-like 4s1/2: 4.2626 4.2738 8.7994 0.0000 4.2626
  c = 0.0012 -0.1424 0.9031  model error 0.26 %
H-like 5p1/2: 0.3477 0.3529 0.9461 0.0000 0.3477
H-like 5p3/2: 0.0946 0.1010 0.2354 0.0000 0.0946
Li-like: SCF iterations 5, V_scr(0) = 0.00564 mc^2
Li-like 2s1/2: 3.7264 3.7251 7.6262 4.0696 4.0238  1-e=0.016211 mc^2
  c = 0.0004 1.3267 -0.6597  model error -0.03 %, unscreened 7.98 %
Li-like 2p1/2: 0.1610 0.1782 0.3365 0.1878 0.2000  1-e=0.016020 mc^2
Li-like 2p3/2: -0.0072 0.0125 0.0587 0.0038 0.0050  1-e=0.015490 mc^2
Na-like: SCF iterations 8, V_scr(0) = 0.01071 mc^2
Na-like 3s1/2: 3.0094 2.9838 2.1550 5.4775 4.2136  1-e=0.005360 mc^2
  c = -0.0019 0.3893 0.1512  model error -0.85 %, unscreened 40.01 %
Na-like 3p1/2: 0.1665 0.1865 1.6601 0.2603 0.2978  1-e=0.005189 mc^2
Na-like 3p3/2: 0.0193 0.0449 0.4199 0.0452 0.0607  1-e=0.005071 mc^2
columns: direct | model | unscreened, in meV
Li-like kappa=-1: 2.2398 2.2390 2.4185
Li-like kappa=1: 0.0968 0.1071 0.1202
Li-like kappa=-2: -0.0043 0.0075 0.0030
Na-like kappa=-1: 0.5360 0.5314 0.7504
Na-like kappa=1: 0.0296 0.0332 0.0530
Na-like kappa=-2: 0.0034 0.0080 0.0108
Li-like 2p1/2-2s: -2.1430 -2.1319 -2.2983  model error -0.52 %
```
